# Depolarization field of a hafnia film between imperfectly screening electrodes

## Question

A ferroelectric hafnia film fills $0<x<d$ between two metal electrodes joined by a wire. It is a single domain polarized along $+x$. The data are:

- thickness $d=10$ nm and relative permittivity $\varepsilon=30$;
- switchable polarization $P=20\ \mu\mathrm{C/cm^2}$ ($0.2\ \mathrm{C/m^2}$);
- screening length $\lambda_1=\lambda_2=0.05$ nm and relative permittivity $\varepsilon_1=\varepsilon_2=1$ in the left and right electrodes.

Here $P$ is the polarization at zero field and is held fixed until part (e). All further response of the film is linear and is contained in $\varepsilon$, so the displacement is $D=\varepsilon_0\varepsilon E+P$. There is no trapped charge until part (d), and no built-in voltage: the potential $\phi$ is zero deep inside both electrodes.

## (a) Potential drop in an electrode

**Each metal responds linearly, with charge density $\rho=-\varepsilon_0\varepsilon_i\phi/\lambda_i^2$. Find the potential at each film face when the left electrode carries screening charge $+\sigma$ per area.**

Poisson's equation $\varepsilon_0\varepsilon_i\phi''=-\rho$ becomes $\phi''=\phi/\lambda_i^2$. On the right, the solution that vanishes deep in the metal is $\phi=\phi_R e^{-(x-d)/\lambda_2}$. Its charge per area is

$$\int_d^\infty\rho\,dx=-\frac{\varepsilon_0\varepsilon_2\phi_R}{\lambda_2^2}\,\lambda_2=-\frac{\varepsilon_0\varepsilon_2\phi_R}{\lambda_2}.$$

The field vanishes deep in both metals, so by Gauss's law the total charge is zero. The bound charges on the film faces, $-P$ and $+P$ plus the linear response, cancel each other. The right electrode therefore carries $-\sigma$, and

$$\phi_R=+\frac{\sigma\lambda_2}{\varepsilon_0\varepsilon_2},\qquad \phi_L=-\frac{\sigma\lambda_1}{\varepsilon_0\varepsilon_1},$$

where the left result follows in the same way from $\phi=\phi_Le^{x/\lambda_1}$ and charge $+\sigma$. Because the screening charge lies slightly behind the surface, it cannot cancel the potential of the bound charge completely.

## (b) Field in the film

**Derive the field and the screening charge, then evaluate them.**

Deep in the left metal $D=0$. Between there and the film lies the free charge $\sigma$, so Gauss's law gives

$$\sigma=\varepsilon_0\varepsilon E+P.$$

The film field is uniform, so $\phi_R-\phi_L=-Ed$. With $L=\lambda_1/\varepsilon_1+\lambda_2/\varepsilon_2$, part (a) gives $\phi_R-\phi_L=\sigma L/\varepsilon_0$. Hence

$$Ed+\frac{\sigma L}{\varepsilon_0}=0.$$

Inserting $\sigma$ gives $Ed+\varepsilon LE+PL/\varepsilon_0=0$, or

$$E=-\frac{P}{\varepsilon_0}\,\frac{L}{d+\varepsilon L}.$$

Putting this back into Gauss's law,

$$\sigma=P\left(1-\frac{\varepsilon L}{d+\varepsilon L}\right)=\frac{Pd}{d+\varepsilon L}.$$

The minus sign shows that the field opposes the polarization.

For the given film $L=0.1$ nm, $\varepsilon L=3$ nm and $P/\varepsilon_0=225.88$ MV/cm. Therefore

$$|E|=225.88\times\frac{0.1}{13}\ \mathrm{MV/cm}=1.74\ \mathrm{MV/cm}=0.174\ \mathrm{V/nm}.$$

The screening charge is $20\times10/13=15.38\ \mu\mathrm{C/cm^2}$. The remaining $4.62\ \mu\mathrm{C/cm^2}$ equals $\varepsilon_0\varepsilon|E|$. Each electrode drops 0.869 V, and the two drops together balance the 1.74 V across the film. The wire fixes the sum of the voltages at zero, but not the field inside the film.

A direct numerical solution of Poisson's equation through both electrodes and the film, with the same data, gives $-1.7375$ MV/cm, against $-1.7376$ MV/cm from the formula.

## (c) Limits and the meaning of the polarization

**Discuss good and poor screening. How does the answer change if the quoted $20\ \mu\mathrm{C/cm^2}$ is instead the total polarization, or the charge on the electrodes?**

For $L\to0$ the field vanishes and $\sigma\to P$. For $\varepsilon L\ll d$ the field is approximately $-PL/(\varepsilon_0d)$, so at fixed $P$ and $L$ it falls as $1/d$. For $\varepsilon L\gg d$ it tends to $-P/(\varepsilon_0\varepsilon)$, the field of an unscreened film, whose magnitude here is 7.53 MV/cm.

The total polarization includes the linear response:

$$P_{\rm tot}=P+\varepsilon_0(\varepsilon-1)E,\qquad D=\varepsilon_0E+P_{\rm tot}.$$

If $P_{\rm tot}$ is the given quantity, the derivation in (b) holds with $P\to P_{\rm tot}$ and $\varepsilon\to1$:

$$E=-\frac{P_{\rm tot}}{\varepsilon_0}\frac{L}{d+L},$$

whose magnitude is 2.24 MV/cm.

An electrical measurement records charge flowing through the wire. In this model, reversing the polarization changes the electrode charge from $\sigma$ to $-\sigma$, so half the transferred charge is $\sigma$, not $P$. If $\sigma=20\ \mu\mathrm{C/cm^2}$ is given, the voltage condition yields directly

$$|E|=\frac{\sigma L}{\varepsilon_0d}=225.88\times\frac{0.1}{10}\ \mathrm{MV/cm}=2.26\ \mathrm{MV/cm}.$$

The answer of part (b) thus belongs to the definition of $P$ stated in the question.

## (d) Trapped charge and thickness

**Take a rough coercive field $E_c=1$ MV/cm. What trapped charge at the film faces, or alternatively what film thickness, lowers $|E|$ to this value?**

Let charge $+s$ per area be trapped on the left face and $-s$ on the right, opposite in sign to the bound charge $\mp P$. Gauss's law now reads $\sigma+s=\varepsilon_0\varepsilon E+P$, or

$$\sigma=\varepsilon_0\varepsilon E+(P-s).$$

The voltage condition is unchanged, so $P$ is replaced by $P-s$ in the field. Since $|E|$ is proportional to $P-s$, reaching $E_c$ requires $1-s/P=1/1.7376$. This gives $s=0.424P=8.49\ \mu\mathrm{C/cm^2}$, or $5.3\times10^{13}$ elementary charges per cm² on each face.

Without traps, setting $|E|=E_c$ gives $d+\varepsilon L=PL/(\varepsilon_0E_c)$, hence

$$d=L\left(\frac{P}{\varepsilon_0E_c}-\varepsilon\right)=0.1\,(225.88-30)\ \mathrm{nm}=19.6\ \mathrm{nm}.$$

Here $P$, $\varepsilon$, $L$ and $E_c$ are held fixed as the thickness changes.

## (e) Relaxation of the polarization

**The field in (b) exceeds the rough coercive field by a factor 1.74. Replace the fixed polarization by a double well and find how far it relaxes.**

Let $p$ be the switchable part of the polarization, now variable, and let $\varepsilon_b$ be the permittivity of the remaining linear background. Take the local law

$$E=-\alpha p+\beta p^3,\qquad \alpha,\beta>0.$$

At zero field $p=P$, so $\alpha=\beta P^2$. The slope there must reproduce the rest of the small-signal permittivity:

$$\left.\frac{dE}{dp}\right|_{P}=-\alpha+3\beta P^2=2\alpha=\frac{1}{\varepsilon_0(\varepsilon-\varepsilon_b)}.$$

The electrostatics of (b), with $P\to p$ and $\varepsilon\to\varepsilon_b$, gives $E=-\kappa p/\varepsilon_0$, where $\kappa=L/(d+\varepsilon_bL)$. Equating the two fields and dividing by $p\neq0$,

$$-\alpha+\beta p^2=-\frac{\kappa}{\varepsilon_0}.$$

Division by $\alpha=\beta P^2$ then gives

$$\frac{p^2}{P^2}=1-\frac{\kappa}{\varepsilon_0\alpha}=1-2(\varepsilon-\varepsilon_b)\kappa.$$

A polarized solution requires the right side to be positive. If the background is vacuum, $\varepsilon_b=1$, then $\kappa=0.1/10.1$ and $p=20\sqrt{1-58\kappa}=13.05\ \mu\mathrm{C/cm^2}$, with $|E|=1.46$ MV/cm. For $\varepsilon_b=15$ the values are $17.19\ \mu\mathrm{C/cm^2}$ and 1.69 MV/cm. As $\varepsilon_b\to30$ the result of (b) returns. The division of the permittivity between well and background therefore matters.

The derivative of the net restoring field is

$$-\alpha+3\beta p^2+\frac{\kappa}{\varepsilon_0}=2\beta p^2>0,$$

so the polarized state is stable against small uniform changes. This does not contradict the comparison with $E_c$, because the rough $E_c$ is not the switching field of the uniform double well. Its slope $dE/dp=-\alpha+3\beta p^2$ vanishes at $p=P/\sqrt3$, where $|E|=2\alpha P/(3\sqrt3)$. With $\alpha=1/[2\varepsilon_0(\varepsilon-\varepsilon_b)]$ this is 1.50 MV/cm for $\varepsilon_b=1$ and 2.90 MV/cm for $\varepsilon_b=15$, in each case above the rough $E_c$. The relaxed field cannot exceed this value, since it is the largest $|E|$ on the branch $0<p<P$. Stability of the short-circuited film comes from $2\beta p^2>0$ and holds even for $p<P/\sqrt3$: for $\varepsilon_b=1$ and $d=7$ nm, $p=8.56\ \mu\mathrm{C/cm^2}$, below $P/\sqrt3=11.55\ \mu\mathrm{C/cm^2}$. The calculation does not exclude nucleation of reversed domains. Equal areas of opposite domains have zero average bound charge on each face, and hence zero depolarization field when averaged over both kinds of domain. The field inside each domain does not vanish: in domains much wider than the film thickness, the one-dimensional solution still holds far from the walls. Exceeding $E_c$ is thus a warning about the assumed single domain, not a proof that it reverses.

## (f) Is linear screening adequate?

**Test the assumption with a free-electron metal that has the same screening length.**

Such a metal has density $1.55\times10^{23}\ \mathrm{cm^{-3}}$ and Fermi energy $E_F=10.5$ eV. In the Thomas–Fermi model the density varies as $(1+u)^{3/2}$, where $u=e\phi/E_F$. With distance measured in $\lambda$,

$$u''=\tfrac23\left[(1+u)^{3/2}-1\right]\simeq u+\tfrac14u^2.$$

The prefactor makes the linear term agree with (a). Multiplying by $u'$ and integrating from the bulk, where $u=u'=0$, gives $u'^2\simeq u^2+u^3/6$, so $|u'|\simeq|u|(1+u/12)$. At the surface $|u'|=w$, the linear drop divided by $E_F$, which is 0.0825 here. To this order

$$|u|\simeq w\left(1\mp\frac{w}{12}\right),$$

with the upper sign for electron accumulation on the right and the lower for depletion on the left. The estimated shifts are $\mp0.69\%$ of the linear drop; the full equation gives $-0.67\%$ and $+0.71\%$. They nearly cancel in the sum, and the film field changes by about 0.015%.

Nonlinearity is therefore negligible in this model. The continuum picture is less secure: the electron spacing $n^{-1/3}=0.19$ nm exceeds $\lambda$, so $\lambda$ is best read as an effective parameter of the interface.

## (g) Charge supply and real capacitors

**Can electrons from the electrodes supply the trapped charge of (d)? Use a rough barrier of 2 eV and mass $m=0.2m_e$, at 85 °C. Then set the result beside real devices.**

Electron energy shifts by $-e\phi$, so the barrier is $2-0.87=1.13$ eV at the right face and 2.87 eV at the left. For a barrier $U(x)$ that is linear between these values, the tunnelling exponent is

$$\frac{2}{\hbar}\int_0^d\sqrt{2mU}\,dx=\frac{4d\sqrt{2m}}{3\hbar}\,\frac{U_L^{3/2}-U_R^{3/2}}{U_L-U_R}=64.3.$$

Transmission is of order $e^{-64}$. Moreover, the wire equalizes the Fermi levels, so no net current crosses the film in equilibrium. Electrons from the electrodes can therefore compensate a single domain only by being trapped in the film. Mobile ionic defects such as oxygen vacancies are a separate route, not treated here.

For emission over the right barrier, the transverse states contribute $mk_BT/(\pi\hbar^2)$ and the forward flux contributes $k_BT\,e^{-U_R/k_BT}/(2\pi\hbar)$. Their product with $e$ is

$$J=\frac{em(k_BT)^2}{2\pi^2\hbar^3}e^{-U_R/k_BT}=3.7\times10^{-10}\ \mathrm{A/cm^2}.$$

At this initial rate, supplying $8.49\ \mu\mathrm{C/cm^2}$ would take $t_0\approx6$ h if every electron were captured. But the barrier does not stay low. If the positive sheet on the left grows equally, the electrode drop shrinks in proportion to $P-s$, from 0.87 to 0.50 V, and the right barrier rises linearly with $s$ from 1.13 to 1.50 eV. With $a=\Delta U_R/k_BT\approx12$, integrating $ds/J$ gives the time $t_0(e^a-1)/a$, about nine years. For the assumed 2 eV barrier, thermionic emission alone therefore does not supply this charge within hours. This conclusion is sensitive to the rough barrier, which enters the time exponentially: lowering it by 0.3 eV divides the time by $e^{0.3\,\mathrm{eV}/k_BT}\approx1.7\times10^4$, to about five hours. Direct tunnelling from the right electrode into traps near its own face is not included, and it can be much faster. For a trap 1 nm inside the film, at the Fermi level of the electrode, the same barrier gives an exponent of only about 5 instead of 64. The charge of (d) applies to sheets on the faces. With both sheets 1 nm inside, $5.1\ \mu\mathrm{C/cm^2}$ brings the interior field to 1 MV/cm, while the two outer layers carry 2.9 MV/cm. The estimate therefore limits emission over the barrier, not the supply of charge to such traps. The mechanism that supplies the positive sheet is not included either, and the estimate depends on it. With the right sheet alone, the left electrode carries $D$ and the right $-(D-s)$, so $P$ is replaced by $P-s/2$ in the field. Then $8.49\ \mu\mathrm{C/cm^2}$ leaves 1.37 MV/cm, and reaching 1 MV/cm takes $17.0\ \mu\mathrm{C/cm^2}$, which raises the right barrier to 1.98 eV.

The thickness, permittivity and polarization are roughly typical of ferroelectric hafnia capacitors with metallic nitride electrodes. A measured remanent value, however, corresponds to $\sigma$ in part (c), for which $20\ \mu\mathrm{C/cm^2}$ gives 2.26 MV/cm. The field is 0.43 of a rough 4 MV/cm breakdown field. Changing $\varepsilon$ to 25 or 35, with the rest fixed, gives 1.81 or 1.67 MV/cm, whereas halving both screening lengths gives 0.98 MV/cm. These changes differ in size, but the formula also gives the response to equal ones: a small relative change of $L$ changes $|E|$ by $d/(d+\varepsilon L)=0.77$ times as much, and one of $\varepsilon$ by $-\varepsilon L/(d+\varepsilon L)=-0.23$ times as much. Here the interface parameter is therefore the more critical input. Real films are polycrystalline and contain charged defects, so the assumptions of one domain and no trapped charge are doubtful. The charge found in (d) alone would move the field from 1.74 to 1 MV/cm. The result of (b) is therefore the field of the stated ideal capacitor, not a measured property of a device. The remaining digits are in the numerical output.

## Calculated quantities

```
Film thickness: 10.0 nm
Film permittivity: 30 (relative)
Switchable polarization: 0.20 C/m2 = 20.0 uC/cm2
Each screening length: 0.050 nm, permittivity 1
Sum of screening lengths L: 0.100 nm
eps*L: 3.00 nm
d + eps*L: 13.00 nm
P/eps0: 225.88 MV/cm
Depolarization field, formula: -1.7376 MV/cm
Depolarization field, Poisson: -1.7375 MV/cm
Main result: 1.74 MV/cm = 0.174 V/nm
Screening charge: 15.38 uC/cm2
Screened fraction sigma/P: 0.7692
Linear film response eps0*eps*|E|: 4.62 uC/cm2
Potential drop in each electrode: 0.8688 V
Voltage across film, magnitude: 1.7376 V
Unscreened-film field: 7.53 MV/cm
Field if P were total polarization: 2.24 MV/cm
Rough coercive field: 1 MV/cm
Rough breakdown field: 4 MV/cm
Field / coercive field: 1.74
Field / breakdown field: 0.43
Trapped charge to reach coercive field: 8.49 uC/cm2
Same as fraction of P: 0.424
Same as number density: 5.30e+13 cm^-2
Thickness with field = coercive field: 19.6 nm
Field for film permittivity 25: 1.81 MV/cm
Field for film permittivity 35: 1.67 MV/cm
Field for half the screening length: 0.98 MV/cm
Double well, background 1: P = 13.05 uC/cm2
Double well, background 1: |E| = 1.46 MV/cm
Double well, background 15: P = 17.19 uC/cm2
Double well, background 15: |E| = 1.69 MV/cm
Free-electron density for this lambda: 1.55e+23 cm^-3
Electron spacing n^(-1/3): 0.186 nm
Fermi energy: 10.53 eV
Electrode drop / Fermi energy: 0.0825
Nonlinear shift, accumulation drop: -0.669 %
Nonlinear shift, depletion drop: 0.707 %
Nonlinear shift of film field: 0.0146 %
Rough zero-field electron barrier: 2.0 eV
Rough tunnelling mass: 0.2 electron masses
Lowered barrier, right face: 1.13 eV
Raised barrier, left face: 2.87 eV
WKB exponent across film: 64.3
Temperature of use: 85 C
kT / Fermi energy: 2.93e-03
Initial thermionic supply: 3.7e-10 A/cm2
Time to supply the trapped charge: 6.3 h
```
